Tilt symmetry and scaling exponents in Kardar-Parisi-Zhang growth, part 1

(Sections cited here and not found follow in the second part.)

## First half: tilting a growing surface

A surface has height h(x,t) above a flat substrate with d lateral dimensions. Its mean growth rate contains a constant part, which is removed by measuring h from a plane that rises at that rate. The remaining motion obeys the Kardar-Parisi-Zhang equation

∂h/∂t = ν∇²h + (λ/2)|∇h|² + η. (1)

Here ν > 0 measures smoothing and λ measures how the growth rate depends on slope. The noise η is Gaussian with zero mean and correlation

⟨η(x,t) η(x′,t′)⟩ = 2D R(x−x′) δ(t−t′). (2)

The function R is smooth, has unit integral and has a short range a. For lengths much larger than a it acts as δ(x−x′). This small width is needed because noise that is white in space makes the surface so rough that |∇h|² has no finite mean. The cutoff has been placed in the noise, and not on a lattice, so that every continuous translation remains a symmetry.

The surface is either unbounded or periodic apart from a mean slope. No slope is preferred by the growth process. Vectors are multiplied with the ordinary dot product, and ε² means ε·ε.

### (a) Which moving coordinates compensate a tilt?

Let h solve (1). Add a plane of slope ε, move the pattern at a constant velocity, and allow a uniform gain of height:

h′(x,t) = h(x+ct,t) + ε·x + f(t), with f(0) = 0. (3)

Find c and f so that h′ solves (1) with the same ν and λ and with a noise that does not depend on h. Then state the infinitesimal form.

**Solution.** Write y = x + ct. Derivatives of h below are evaluated at (y,t). The position y depends on time, so the chain rule gives

∂h′/∂t = ∂h/∂t + c·∇h + df/dt. (4)

White noise makes h a rough function of time, but this rule survives. In a short time dt the noise changes h by an amount of order √dt, while the position shifts by c dt. Their cross term is of order dt^(3/2). Summed over the 1/dt steps in a unit of time, it vanishes as dt → 0.

The spatial derivatives are

∇h′ = ∇h + ε, ∇²h′ = ∇²h. (5)

Squaring the first of these gives

(λ/2)|∇h′|² = (λ/2)|∇h|² + λε·∇h + (λ/2)ε². (6)

Let η′ be the noise needed for h′ to satisfy (1). By definition,

η′ = ∂h′/∂t − ν∇²h′ − (λ/2)|∇h′|².

Insert (4), (5) and (6), and replace ∂h/∂t by the right side of (1) at the point y. The terms ν∇²h and (λ/2)|∇h|² cancel, which leaves

η′(x,t) = η(y,t) + (c−λε)·∇h + df/dt − (λ/2)ε². (7)

The gradient ∇h varies over the surface. The noise is therefore independent of h if its coefficient vanishes, so c = λε. The remaining constant is removed by df/dt = λε²/2. The transformation is

h′(x,t) = h(x+λεt,t) + ε·x + (λ/2)ε²t,
η′(x,t) = η(x+λεt,t). (8)

For infinitesimal ε the last term in h′ is of second order and drops out. The change of the surface at a fixed point is then

δh = ε·x + λt ε·∇h. (9)

The finite transformation can be built from small ones. Apply a tilt ε₁ and then a tilt ε₂. The second shift acts on the plane ε₁·x and turns it into ε₁·x + λε₁·ε₂t. The total gain is

(λ/2)ε₁²t + λε₁·ε₂t + (λ/2)ε₂²t = (λ/2)|ε₁+ε₂|²t.

This is the gain for the single tilt ε₁+ε₂.

The signs have a simple meaning when growth proceeds along the local normal, for which λ > 0. If the surface rises to the right, its normal leans to the left. According to (8), a feature at y₀ on the original surface sits at x = y₀ − λεt on the tilted one, so it moves to the left.

### (b) Does the moved noise have the same statistics?

Compute the correlation of η′. What happens if the factor δ(t−t′) in (2) is replaced by a memory function K(t−t′) of nonzero width?

**Solution.** The separation of the two points at which η is evaluated is

(x+λεt) − (x′+λεt′) = x−x′ + λε(t−t′).

Hence

⟨η′(x,t) η′(x′,t′)⟩ = 2D R(x−x′+λε(t−t′)) δ(t−t′). (10)

The delta function contributes at t = t′, where the extra displacement is zero. The right side of (10) is therefore the same as that of (2). A Gaussian noise is fixed by its mean and its correlation, so η′ and η have the same law. A tilted surface and an untilted surface in shifted coordinates are statistically equivalent. This argument places no restriction on the shape of R, and it covers spatially correlated noise as well.

With memory, the corresponding correlation is

2D R(x−x′+λε(t−t′)) K(t−t′).

The displacement now matters at every nonzero time difference within the memory. The noise has been given a drift that the original noise did not have. Equation (8) still maps one solution to another, but the second solution is driven by noise of a different kind. The statistical symmetry is lost.

### (c) What can be measured on a tilted surface?

Let v(u) be the mean growth rate at mean slope u. Find v(u)−v(0). Find also how the correlations of height fluctuations at slope u follow from those at zero slope.

**Solution.** Set ε = u in (8) and average over the noise, with an untilted surface that is statistically uniform. The shift does not alter its mean height. The plane u·x does not depend on time, and the last term grows at a constant rate. Thus

v(u) − v(0) = λu²/2. (11)

Let g be the height after subtraction of its mean, including the plane. Then (8) gives g_u(x,t) = g_0(x+λut,t) in law. Define the mean squared difference between two points separated by x and t as

C_u(x,t) = ⟨[g_u(x₀+x,t₀+t) − g_u(x₀,t₀)]²⟩

in a state where it does not depend on x₀ or t₀. The separation of the shifted positions is x+λut, so

C_u(x,t) = C_0(x+λut,t). (12)

The same λ sets the change of growth rate and the sideways drift.

On a ring in one dimension, expand g = Σ g_k exp(ikx). A shift by λut multiplies g_k by exp(ikλut). The average of g_k(t+T)g_k*(t) therefore acquires the phase kλuT. Retaining a finite set of modes does not spoil this result, because a translation changes the phase of each mode and mixes none of them.

Equation (1) was integrated in this form on a ring of length 2π with modes up to |k| = 6, ν = 1 and λ = 2, in dimensionless units. Two sets of 250 surfaces, with u = 0 and u = 2, received independent noise. Equation (11) predicts a gain of

λu²/2 = 2 × 2²/2 = 4.

The measured gain was 3.977, and the test required agreement within 0.3. The phase of mode 1 after a time 0.4 gave λ = 2.015, where the test required agreement within 5 % of λ = 2.

The same comparison was made for noise with an exponential memory of time constant 0.5 and the same time-integrated strength. The gain was then 2.922, and the drift gave an apparent coefficient of 1.095. This apparent value is not a constant of the model: it moves by several hundredths with the time lag and with the number of modes kept. Both results violate the tilt law, as part (b) allows.

The missing gain can be traced further. On the ring g_x averages to zero, so the spatial average of the growth equation is

v(u) = (λ/2)(u² + ⟨g_x²⟩). (13)

With λ/2 = 1, a gain that falls short by 4 − 2.922 = 1.078 means that the slope variance is lower by about 1.08 on the tilted surface.

### (d) What does smoothing over short lengths do to the tilt?

Define a coarse-grained height

H(x,t) = ∫ G(r) h(x−r,t) dᵈr, (14)

where G is even and has unit integral. Find the transformation of H.

**Solution.** Insert h′ from (8) into (14). The first term is

∫ G(r) h(x−r+λεt,t) dᵈr = H(x+λεt,t).

The plane contributes

∫ G(r) ε·(x−r) dᵈr = ε·x,

because G has unit integral and the integral of rG(r) vanishes for an even function. The uniform gain is unchanged by averaging. Therefore

H′(x,t) = H(x+λεt,t) + ε·x + (λ/2)ε²t. (15)

The coefficient in the transformation of H is the original λ, whatever the width of G. This statement concerns the transformation. Its consequence for an equation of motion of H needs a further step.

### (e) Which coefficients may change on large scales?

Assume that on large scales H obeys a statistically local equation that does not depend on the absolute height. Let s = ∇H, let κ denote the set of second derivatives of H, and write the deterministic part of the growth rate as F(s,κ). Which functions F agree with (15)? What restriction applies to the noise strength and to terms with memory?

**Solution.** The tilt changes s to s+ε and leaves κ unchanged. Differentiating (15) with respect to time gives the growth rate of H′ as

F(s,κ) + λε·s + (λ/2)ε².

The same law must also give this rate directly as F(s+ε,κ). Hence

F(s+ε,κ) = F(s,κ) + λε·s + (λ/2)ε². (16)

Take the part linear in ε. It says that the gradient of F with respect to s is λs. Integration over s at fixed κ yields

F(s,κ) = (λ/2)|s|² + Φ(κ). (17)

Substitution of (17) in (16) confirms it for finite ε too. The quadratic slope term keeps the original λ. Terms linear, cubic or quartic in slope are excluded. The function Φ is free: its linear part contains an effective smoothing coefficient, which may differ from ν but may not depend on slope. By the same comparison, an effective noise strength may differ from D but may not vary with slope.

Coarse-graining can also produce terms with a short memory. To see their allowed form, let q be any quantity that is merely shifted by a tilt, such as ∇²H. Then

∂q′/∂t = ∂q/∂t + λε·∇q,
λ∇H′·∇q′ = λ∇H·∇q + λε·∇q.

The difference

∂q/∂t − λ∇H·∇q

is again merely shifted. Time derivatives of q must enter through this combination. Similarly, ∂H/∂t must appear together with −(λ/2)|∇H|². If coarse-graining multiplies the first by a factor, it multiplies the second by the same factor, and division by that factor restores λ. The memory produced by coarse-graining is thus carried along with the surface, unlike the external memory in part (b).

The simulation of part (c) shows the difference between protected and unprotected coefficients. For white noise, the magnitude of the correlation of mode 1 over a time 0.4 corresponds to a decay rate of 1.892, averaged over both slopes. The linear equation gives νk² = 1. The test required the rate to exceed 1.15. This finite-time rate is not a unique effective ν, but it shows that the nonlinear term alters relaxation strongly, while the drift still returns λ = 2.015.

## Second half: scaling, exponents and a film

The height h obeys ∂h/∂t = ν∇²h + (λ/2)|∇h|² + η in d lateral dimensions. The noise is white in time and has strength D. A tilt by slope ε is compensated by

h′(x,t) = h(x+λεt,t) + ε·x + (λ/2)ε²t.

The same transformation, with the same λ, holds for the coarse-grained height. A local equation for that height may have changed coefficients of smoothing and noise, but its slope term remains (λ/2)|∇h|².

### (f) How do the coefficients change when lengths are rescaled?

For a scale factor b > 1 define

h_b(x,t) = b^(−α) h(bx,bᶻt). (18)

The roughness exponent α relates heights to lengths, and the dynamic exponent z relates times to lengths. Find the coefficients ν_b, λ_b and D_b of the equation for h_b, leaving out for the moment any changes caused by coarse-graining.

**Solution.** With the derivatives of h evaluated at (bx,bᶻt), the chain rule gives

∂h_b/∂t = b^(z−α) ∂h/∂t,
∇²h_b = b^(2−α) ∇²h,
|∇h_b|² = b^(2−2α) |∇h|².

Multiply the growth equation by b^(z−α) and express its terms through h_b. The smoothing term has the factor

b^(z−α) b^(α−2) = b^(z−2).

The slope term has the factor

b^(z−α) b^(2α−2) = b^(α+z−2).

The new noise is b^(z−α)η(bx,bᶻt). Its correlation contains the square of this prefactor. On lengths beyond the cutoff, δ(bx−bx′) = b^(−d)δ(x−x′) and δ(bᶻt−bᶻt′) = b^(−z)δ(t−t′). The noise strength therefore has the factor

b^(2z−2α) b^(−d) b^(−z) = b^(z−d−2α).

Collecting these results,

ν_b = νb^(z−2), λ_b = λb^(α+z−2), D_b = Db^(z−d−2α). (19)

### (g) What does a scale-invariant state require?

Include the effect of coarse-graining in (19). Suppose that the large-scale state, together with its tilted versions, no longer changes with b. Which relation between α and z follows, and when does it fail?

**Solution.** Coarse-graining up to the length scale b replaces ν and D in (19) by effective values ν_eff(b) and D_eff(b). These functions are not known from the symmetry. The slope coefficient is not replaced, by the result of part (e). Hence

λ_b = λb^(α+z−2) (20)

remains valid after coarse-graining. Differentiation with respect to ln b gives

dλ_b/d ln b = (α+z−2)λ_b. (21)

In a scale-invariant state the left side is zero. If the state has a finite, nonzero slope coefficient, division by it gives

α + z = 2. (22)

The symmetry and the rescaling have different roles here. Rescaling supplies the power in (20). Without the symmetry, coarse-graining could multiply λ by a further power b^γ, and the result would be α+z = 2−γ. The tilt symmetry sets γ = 0.

A rough physical picture leads to the same relation. A feature of width ℓ has a height proportional to ℓ^α and a slope proportional to ℓ^(α−1). That slope moves smaller features sideways at a speed proportional to λℓ^(α−1). The time to cross the width ℓ is proportional to

ℓ/(λℓ^(α−1)) = ℓ^(2−α)/λ.

If this is the time in which the feature changes, then z = 2−α.

For λ = 0, equation (21) is satisfied by any exponents and gives no relation. The linear equation must be treated separately. Its Fourier modes evolve independently, so coarse-graining leaves ν and D unchanged. Constant ν_b and D_b in (19) then require

z = 2, α = (2−d)/2, α+z = 3−d/2. (23)

In one dimension the sum is 5/2. In two dimensions it happens to be 2, although no symmetry with nonzero λ enforces it.

Equations (20) and (23) also show what a very small λ does near the linear state:

λ_b = λb^((2−d)/2).

For d < 2 it grows with scale, so the linear state is unstable. For d > 2 it decreases, and a weakly nonlinear surface can return to linear scaling even though its original λ is not zero. For d = 2 this estimate does not decide, and the changes of ν and D would have to be calculated. The identity (22) therefore belongs to scaling states that retain a finite nonzero λ. The symmetry does not prove that such a state exists.

The tilt symmetry keeps λ unchanged under coarse-graining, which gives α + z = 2 for any scale-invariant state with finite nonzero λ. It remains to find the separate exponents in one dimension, to compare the relation with lattice growth models, and to estimate the effect of a tilt on a growing HfO₂ film.
